# Limiting quantum defect of Dirac-Coulomb Rydberg levels: a numerical check

```python
"""Limiting quantum defect of Dirac-Coulomb Rydberg levels.

Result under test: with a = Z*alpha and gamma = sqrt(kappa^2 - a^2), the
defect delta_n = n - nstar, defined by binding = Z^2 Ry / nstar^2, tends to
delta = |kappa| - gamma, about a^2/(2|kappa|), as n grows at fixed kappa.
Approach: delta_n = delta - 3a^2/(8N) + 13a^4/(128N^3), N = n - delta.
Levels are found numerically from the first-order radial Dirac equations
  P' = -kappa P/r + (1 + eps + a/r) Q,  Q' = kappa Q/r + (1 - eps - a/r) P
(lengths in hbar/mc, eps = E/mc^2), without using the closed spectrum.
"""
import numpy as np
import sympy as sp
from mpmath import mp, mpf, sqrt
from scipy import constants as const
from scipy.integrate import solve_ivp

# The series terms exceed their sum by over 100 orders of magnitude at n = 40
mp.dps = 200
ALPHA = mpf(const.fine_structure)
RY_GHZ = mpf(const.Rydberg * const.c / 1e9)


def outer_value(nstar, n, kappa, a):
    """P at a large radius for the solution regular at the origin.

    The common factor radius**gamma is dropped; it does not move the zeros.
    """
    gamma = sqrt(kappa**2 - a**2)
    reach = 4 * n + 30
    radius = reach * n / a
    deficit = a**2 / (2 * nstar**2)          # 1 - eps
    up, low = (2 - deficit) * radius, deficit * radius
    p, q = a, kappa + gamma
    total = p
    for k in range(1, 4 * reach + 200):
        x = k + gamma
        s, t = up * q, low * p
        den = k * (k + 2 * gamma)
        p = ((x - kappa) * s + a * t) / den
        q = ((x + kappa) * t - a * s) / den
        total += p
    return total


def find_nstar(n, kappa, a):
    """Secant search for the effective quantum number of level n."""
    x0, x1 = n - mpf("0.1"), n - mpf("0.095")
    f0, f1 = outer_value(x0, n, kappa, a), outer_value(x1, n, kappa, a)
    for _ in range(60):
        step = -f1 * (x1 - x0) / (f1 - f0)
        x0, f0 = x1, f1
        x1 = x1 + step
        if abs(step) < mpf(10)**(-25):
            assert abs(x1 - n) < 0.2
            return x1
        f1 = outer_value(x1, n, kappa, a)
    raise AssertionError("level search did not converge")


def closed_nstar(n, kappa, a):
    """Effective quantum number from the derived closed spectrum."""
    big_n = n - abs(kappa) + sqrt(kappa**2 - a**2)
    eps = 1 / sqrt(1 + (a / big_n)**2)
    return a / sqrt(2 * (1 - eps))


# Matrix identities that turn the Dirac system into Coulomb equations
ks, as_, es = sp.symbols("kappa a epsilon")
A = sp.Matrix([[-ks, as_], [-as_, ks]])
B = sp.Matrix([[0, 1 + es], [1 - es, 0]])
one = sp.eye(2)
assert (A * A - (ks**2 - as_**2) * one).expand() == sp.zeros(2)
assert (B * B - (1 - es**2) * one).expand() == sp.zeros(2)
assert (A * B + B * A + 2 * as_ * es * one).expand() == sp.zeros(2)

# Growth exponent near the origin from an arbitrary starting vector
a50 = float(50 * ALPHA)
A_num = np.array([[1.0, a50], [-a50, -1.0]])
B_num = np.array([[0.0, 1.99], [0.01, 0.0]])
run = solve_ivp(lambda t, u: (A_num + np.exp(t) * B_num) @ u,
                (-60, -20), [1.0, 1.0], method="DOP853",
                rtol=1e-10, atol=1e-12)
u_end = run.y[:, -1]
slope = u_end @ (A_num @ u_end) / (u_end @ u_end)
assert run.success and abs(slope - np.sqrt(1 - a50**2)) < 1e-6

# The n = 1 level exists for kappa = -1 and not for kappa = +1
a = 50 * ALPHA
for kappa, exists in ((-1, True), (1, False)):
    left = outer_value(mpf("0.8"), 1, kappa, a)
    right = outer_value(mpf("1.1"), 1, kappa, a)
    assert (left * right < 0) == exists
assert abs(find_nstar(1, -1, a) - closed_nstar(1, -1, a)) < 1e-20


def show(label, value, unit="", digits=6):
    print(f"{label}: {float(value):.{digits}g} {unit}".rstrip())


show("fine-structure constant alpha", ALPHA, digits=9)
show("Rydberg frequency Ry/h", RY_GHZ, "GHz", 9)
show("electron/proton mass ratio", const.m_e / const.m_p)
show("near-origin exponent, Z=50, |kappa|=1, integrated", slope)

limits = {}
for Z in (1, 50):
    a = Z * ALPHA
    gamma1, gamma2 = sqrt(1 - a**2), sqrt(4 - a**2)
    d1, d2 = 1 - gamma1, 2 - gamma2
    limits[Z] = d1
    levels = {n: find_nstar(n, -1, a) for n in (10, 20, 40)}
    plus = find_nstar(40, 1, a)
    second = find_nstar(40, -2, a)

    # Closed spectrum and degeneracy in the sign of kappa
    for n, value in levels.items():
        assert abs(value - closed_nstar(n, -1, a)) < 1e-20
    assert abs(plus - levels[40]) < 1e-20
    assert abs(second - closed_nstar(40, -2, a)) < 1e-20

    # Limit by extrapolation; the leftover is of order 1/n^2
    extrapolated = 2 * (40 - levels[40]) - (20 - levels[20])
    assert abs(extrapolated / d1 - 1) < 2e-4

    # Rate of approach, including the next term of the expansion
    big_n = 10 - d1
    rest = (10 - levels[10]) - (d1 - 3 * a**2 / (8 * big_n))
    assert abs(rest / (13 * a**4 / (128 * big_n**3)) - 1) < 0.01

    # Small-coupling estimate: leading remainder is a^4/8
    estimate = a**2 / 2
    assert abs((d1 - estimate) / (a**4 / 8) - 1) < 0.1

    # Energies at n = 40
    scale = Z**2 * RY_GHZ
    binding = scale / levels[40]**2
    lowering = binding - scale / 1600
    lowering_est = 2 * scale * d1 / 40**3
    assert 0.97 < lowering / lowering_est < 1
    interval = binding - scale / second**2
    interval_est = 2 * scale * (d1 - d2) / 40**3
    assert abs(interval / interval_est - 1) < 0.01
    excess = scale / (40 - d1)**2 / binding - 1
    assert abs(excess / (3 * a**2 / (4 * (40 - d1)**2)) - 1) < 0.01

    tag = f"Z={Z}"
    show(f"{tag} a = Z alpha", a)
    show(f"{tag} a^2", a**2)
    show(f"{tag} gamma, |kappa|=1", gamma1, digits=9)
    show(f"{tag} limiting defect, |kappa|=1", d1)
    show(f"{tag} estimate a^2/2, |kappa|=1", estimate)
    show(f"{tag} estimate below limit by", 100 * (1 - estimate / d1), "%", 3)
    show(f"{tag} limiting defect, |kappa|=2", d2)
    show(f"{tag} estimate a^2/4, |kappa|=2", a**2 / 4)
    for n, value in levels.items():
        show(f"{tag} numerical defect, kappa=-1, n={n}", n - value)
    show(f"{tag} n=40 defect below limit by",
         100 * (1 - (40 - levels[40]) / d1), "%", 3)
    show(f"{tag} defect extrapolated from n=20,40", extrapolated)
    show(f"{tag} n=40 binding/h, |kappa|=1", binding, "GHz", 9)
    show(f"{tag} n=40 lowering/h, numerical", lowering, "GHz")
    show(f"{tag} n=40 lowering/h, 2 Z^2 Ry delta/n^3", lowering_est, "GHz")
    show(f"{tag} n=40 interval/h |kappa|=1 to 2, numerical", interval, "GHz")
    show(f"{tag} n=40 interval/h, estimate", interval_est, "GHz")
    show(f"{tag} n=40 relative binding excess, constant delta", excess,
         digits=3)

show("ratio of limiting defects, Z=50 to Z=1", limits[50] / limits[1])
print("verified")
```

It prints:

```
fine-structure constant alpha: 0.00729735256
Rydberg frequency Ry/h: 3289841.96 GHz
electron/proton mass ratio: 0.000544617
near-origin exponent, Z=50, |kappa|=1, integrated: 0.931059
Z=1 a = Z alpha: 0.00729735
Z=1 a^2: 5.32514e-05
Z=1 gamma, |kappa|=1: 0.999973374
Z=1 limiting defect, |kappa|=1: 2.6626e-05
Z=1 estimate a^2/2, |kappa|=1: 2.66257e-05
Z=1 estimate below limit by: 0.00133 %
Z=1 limiting defect, |kappa|=2: 1.33129e-05
Z=1 estimate a^2/4, |kappa|=2: 1.33128e-05
Z=1 numerical defect, kappa=-1, n=10: 2.46291e-05
Z=1 numerical defect, kappa=-1, n=20: 2.56276e-05
Z=1 numerical defect, kappa=-1, n=40: 2.61268e-05
Z=1 n=40 defect below limit by: 1.87 %
Z=1 defect extrapolated from n=20,40: 2.6626e-05
Z=1 n=40 binding/h, |kappa|=1: 2056.15391 GHz
Z=1 n=40 lowering/h, numerical: 0.00268604 GHz
Z=1 n=40 lowering/h, 2 Z^2 Ry delta/n^3: 0.00273736 GHz
Z=1 n=40 interval/h |kappa|=1 to 2, numerical: 0.00136869 GHz
Z=1 n=40 interval/h, estimate: 0.00136869 GHz
Z=1 n=40 relative binding excess, constant delta: 2.5e-08
Z=50 a = Z alpha: 0.364868
Z=50 a^2: 0.133128
Z=50 gamma, |kappa|=1: 0.931059404
Z=50 limiting defect, |kappa|=1: 0.0689406
Z=50 estimate a^2/2, |kappa|=1: 0.0665642
Z=50 estimate below limit by: 3.45 %
Z=50 limiting defect, |kappa|=2: 0.0335637
Z=50 estimate a^2/4, |kappa|=2: 0.0332821
Z=50 numerical defect, kappa=-1, n=10: 0.0639155
Z=50 numerical defect, kappa=-1, n=20: 0.066436
Z=50 numerical defect, kappa=-1, n=40: 0.0676904
Z=50 n=40 defect below limit by: 1.81 %
Z=50 defect extrapolated from n=20,40: 0.0689447
Z=50 n=40 binding/h, |kappa|=1: 5157820.03 GHz
Z=50 n=40 lowering/h, numerical: 17442 GHz
Z=50 n=40 lowering/h, 2 Z^2 Ry delta/n^3: 17719 GHz
Z=50 n=40 interval/h |kappa|=1 to 2, numerical: 9126.43 GHz
Z=50 n=40 interval/h, estimate: 9092.52 GHz
Z=50 n=40 relative binding excess, constant delta: 6.26e-05
ratio of limiting defects, Z=50 to Z=1: 2589.22
verified
```
